# The g-tensor of a Kramers doublet and its one measurable sign

Suppose the principal g-values of a heavy-element ion are computed as the square roots of three eigenvalues, and all three are reported as positive. A free electron spin then has the values 2.0023, 2.0023, 2.0023, and the model cubic d⁵ ion treated below has 2.0008, 2.0008, 2.0008. The two look almost alike, yet in the same magnetic field they absorb opposite circular polarizations. Keeping every sign that happens to appear in a computed g matrix would say too much, because a different choice of basis for the same two states can change individual signs. What is needed is a separation of what the doublet determines from what the basis determines.

## The doublet and the result

Take a system with an odd number of electrons, and an isolated Kramers doublet. The Zeeman operator is

$$H_Z=\mu_B\,\mathbf B\cdot\mathbf M,\qquad \mathbf M=\mathbf L+g_e\mathbf S,$$

with $g_e>0$ and $\mathbf L,\mathbf S$ in units of $\hbar$. The magnetic moment is $-\mu_B\mathbf M$. The laboratory axes are right-handed. The Zeeman energy is small against the gap to other levels, so to first order in $B$ only the $2\times2$ matrices of $M_x,M_y,M_z$ within the doublet matter. From here on $M_k$ denotes these matrices. Hyperfine coupling is left out.

The matrices are traceless. Time reversal $\Theta$ is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, and reverses $\mathbf M$, so $M_k\Theta=-\Theta M_k$. Hence

$$\langle\Theta\psi|M_k|\Theta\psi\rangle=-\langle\Theta\psi|\Theta M_k\psi\rangle=-\langle M_k\psi|\psi\rangle=-\langle\psi|M_k|\psi\rangle .$$

For an odd electron number $\Theta^2=-1$, which makes $\psi$ and $\Theta\psi$ orthogonal. They span the doublet, and their diagonal elements cancel in the trace.

The result has three parts. With $g$ defined by $M_k=\tfrac12\sum_l g_{kl}\sigma_l$,

$$G_{kl}\equiv(gg^T)_{kl}=2\sum_{u,v=1}^{2}\langle u|M_k|v\rangle\langle v|M_l|u\rangle=2\,\mathrm{Tr}(M_kM_l).\tag{1}$$

The individual signs of the principal g-values depend on the basis. Their product is

$$\det g=4\,\mathrm{Im}\,\mathrm{Tr}(M_xM_yM_z),\tag{2}$$

and its sign can be measured when it is not zero.

## First derivation: pseudospin and precession

A traceless Hermitian $2\times2$ matrix is a real combination of Pauli matrices, so a real $g$ exists. Since $\mathrm{Tr}(\sigma_m\sigma_n)=2\delta_{mn}$,

$$\mathrm{Tr}(M_kM_l)=\tfrac14\sum_{mn}g_{km}g_{ln}\,2\delta_{mn}=\tfrac12(gg^T)_{kl},$$

which is (1). Since $\mathrm{Tr}(\sigma_l\sigma_m\sigma_n)=2i\varepsilon_{lmn}$,

$$\mathrm{Tr}(M_xM_yM_z)=\tfrac18\sum_{lmn}g_{xl}g_{ym}g_{zn}\,2i\varepsilon_{lmn}=\tfrac i4\det g,$$

which is (2).

**Freedom of basis.** A unitary change of basis $U$ replaces $M_k$ by $U^\dagger M_kU$. The matrices $U^\dagger\sigma_lU$ are again Hermitian and traceless, so $U^\dagger\sigma_lU=\sum_mR_{lm}\sigma_m$ with $R$ real, and $g$ becomes $gR$. The traces of two and of three Pauli matrices are unchanged by $U$. The first gives $RR^T=1$, the second $\det R=1$. Therefore $gg^T$ and $\det g$ do not change.

Every proper rotation occurs. For $U=e^{-i\theta\sigma_z/2}$, for instance, $U^\dagger\sigma_xU=\cos\theta\,\sigma_x-\sin\theta\,\sigma_y$, a rotation about $z$. The other axes work alike, and products of such rotations give all the others.

Now turn the laboratory axes, by a proper rotation, to the principal axes of $G$. The rows of $g$ are then orthogonal, with lengths $|g_x|,|g_y|,|g_z|$. If none vanishes, $g=\mathrm{diag}(s_i|g_i|)\,Q$ with signs $s_i=\pm1$ and $Q$ orthogonal. For any choice of signs with $s_xs_ys_z=\mathrm{sign}(\det g)$, $Q$ is a proper rotation, and a change of basis removes it. Four of the eight sign patterns are thus available for the same doublet, and the other four are not. The step between two available patterns is simple: $U=\sigma_z$ reverses $\sigma_x$ and $\sigma_y$ and keeps $\sigma_z$, so it flips $g_x$ and $g_y$ together.

**Measurement.** Let $\mathbf s=\langle\boldsymbol\sigma\rangle$ and $\mathbf m=\langle\mathbf M\rangle=\tfrac12g\mathbf s$. The Hamiltonian is $\tfrac12\mu_B\,\mathbf b\cdot\boldsymbol\sigma$ with $\mathbf b=g^T\mathbf B$. From $[\sigma_l,\sigma_k]=2i\sum_n\varepsilon_{lkn}\sigma_n$,

$$\frac{ds_k}{dt}=\frac i\hbar\langle[H,\sigma_k]\rangle=-\frac{\mu_B}{\hbar}\sum_{ln}\varepsilon_{lkn}b_ls_n=\frac{\mu_B}{\hbar}(\mathbf b\times\mathbf s)_k .$$

The vector $\mathbf s$ depends on the basis, so it must be eliminated. For any vectors $\mathbf a,\mathbf c,\mathbf v$ the triple product obeys $(g^T\mathbf a\times g^T\mathbf c)\cdot g^T\mathbf v=\det g\,(\mathbf a\times\mathbf c)\cdot\mathbf v$. Moving $g^T$ from $\mathbf v$ to the other factor gives

$$g(g^T\mathbf a\times g^T\mathbf c)=\det g\;\mathbf a\times\mathbf c .$$

Set $g^T\mathbf a=\mathbf b$, so $\mathbf a=\mathbf B$, and $g^T\mathbf c=\mathbf s=2g^{-1}\mathbf m$, so $\mathbf c=2G^{-1}\mathbf m$. Then

$$\frac{d\mathbf m}{dt}=\tfrac12\,g\frac{d\mathbf s}{dt}=\frac{\mu_B}{\hbar}\,\det g\;\mathbf B\times(G^{-1}\mathbf m).\tag{3}$$

No basis-dependent quantity is left. Two doublets with the same $G$ and opposite $\det g$ precess in opposite senses. In the isotropic case $G=\gamma^2\mathbf 1$ and $\det g=\pm\gamma^3$, and $\mathbf m$ turns about $\mathbf B$ at the rate $\pm\gamma\mu_BB/\hbar$. The lower sign is the case of a negative isotropic g, with the pattern $(-,-,-)$. The pattern $(+,+,-)$ describes the same doublet equally well.

## Second derivation: energies and absorption

This route starts from spectra and uses no pseudospin until its last step. A traceless Hermitian $2\times2$ matrix $A$ has eigenvalues $\pm\lambda$, so $A^2=\lambda^2\mathbf 1=\tfrac12\mathrm{Tr}(A^2)\mathbf 1$. For a field along the unit vector $\mathbf n$ take $A=\mathbf n\cdot\mathbf M$. The splitting is

$$\Delta E=2\mu_BB\lambda=\mu_BB\sqrt{2\,\mathrm{Tr}(A^2)}=\mu_BB\,g_n,\qquad g_n=\sqrt{\mathbf n^TG\mathbf n},$$

with $G_{kl}=2\mathrm{Tr}(M_kM_l)$. The six independent elements of $G$ thus follow from splittings in enough directions. Splittings contain nothing else.

Next apply a weak field rotating about $\mathbf n$, with $\mathbf e_1\times\mathbf e_2=\mathbf n$ and sense $\eta=\pm1$:

$$\mathbf B_1(t)=B_1(\mathbf e_1\cos\omega t+\eta\,\mathbf e_2\sin\omega t)=B_1\,\mathrm{Re}\big[(\mathbf e_1+i\eta\,\mathbf e_2)e^{-i\omega t}\big].$$

Near resonance the part with $e^{-i\omega t}$ drives absorption. Its rate is proportional to

$$W_\eta=|p+i\eta q|^2,\qquad p=\langle\mathrm{up}|M_1|\mathrm{low}\rangle,\quad q=\langle\mathrm{up}|M_2|\mathrm{low}\rangle,$$

where $M_i=\mathbf e_i\cdot\mathbf M$. Expanding the square gives $W_+-W_-=-4\,\mathrm{Im}(p^*q)$.

The projectors on the two levels are $P_{\mathrm{up}}=\tfrac12(1+2A/g_n)$ and $P_{\mathrm{low}}=\tfrac12(1-2A/g_n)$, because $A$ has eigenvalues $\pm g_n/2$. Hence

$$p^*q=\mathrm{Tr}(P_{\mathrm{low}}M_1P_{\mathrm{up}}M_2)=\tfrac14\Big[\mathrm{Tr}(M_1M_2)+\tfrac2{g_n}\big(\mathrm{Tr}(M_1AM_2)-\mathrm{Tr}(AM_1M_2)\big)-\tfrac4{g_n^2}\mathrm{Tr}(AM_1AM_2)\Big].$$

Complex conjugation reverses the order inside a trace of Hermitian matrices. With cyclic permutation, the first and last traces are therefore real, and $\mathrm{Tr}(M_1AM_2)=\mathrm{Tr}(AM_2M_1)$ is the conjugate of $\mathrm{Tr}(AM_1M_2)$. The middle bracket equals $-2i\,\mathrm{Im}\,\mathrm{Tr}(AM_1M_2)$, so

$$\mathrm{Im}(p^*q)=-\frac1{g_n}\mathrm{Im}\,\mathrm{Tr}(AM_1M_2).$$

The same two rules show that $\mathrm{Im}\,\mathrm{Tr}(M_kM_lM_m)$ changes sign when two indices are exchanged. It is therefore $\varepsilon_{klm}$ times its $xyz$ value, and contraction with $\mathbf n,\mathbf e_1,\mathbf e_2$ gives $\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)=1$. The result is

$$W_+-W_-=\frac{D}{g_n},\qquad D=4\,\mathrm{Im}\,\mathrm{Tr}(M_xM_yM_z).\tag{4}$$

The stronger circular polarization gives the sign of $D$.

It remains to connect $D$ with the principal values. Writing $A^2=\tfrac12\mathrm{Tr}(A^2)\mathbf 1$ for a sum of two matrices and keeping the cross terms gives $M_kM_l+M_lM_k=\mathrm{Tr}(M_kM_l)\mathbf 1=\tfrac12G_{kl}\mathbf 1$. On the principal axes the three matrices therefore anticommute, and $M_k^2=\tfrac14g_k^2\mathbf 1$. Let all $g_k$ be nonzero. Order the basis so that $M_z=\tfrac12|g_z|\sigma_z$. Then $M_x$, which anticommutes with $M_z$, is off-diagonal, and the relative phase of the two states can be chosen to make it $\tfrac12|g_x|\sigma_x$. The last matrix anticommutes with both, so

$$M_y=\tfrac12\tau|g_y|\sigma_y,\qquad \tau=\pm1 .$$

The freedom of basis is used up and one sign is left. Inserting the three matrices gives $D=\tau|g_xg_yg_z|$, so $D=\det g$, as in (2). Reversing the order of the two states, or the sign of one of them, flips two of the three signs together, so their product remains $\tau$.

For a field along $z$ these matrices give $W_\pm=\tfrac14(|g_x|\pm\tau|g_y|)^2$. Linear polarization along $x$ or $y$ gives $\tfrac14g_x^2$ or $\tfrac14g_y^2$, with no trace of $\tau$.

## A d⁵ ion on both sides of the sign change

Consider a model ion with five independent electrons in ten d spin-orbitals, without electron repulsion or covalency. The one-electron Hamiltonian contains $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta=0.20$ eV, places the two $e_g$ orbitals at 4.00 eV, and shifts the $xy$ orbital by $\Delta$. Two Kramers pairs are filled and the third holds one electron. A filled pair adds only the trace of $M_k$, which is zero, so the third pair alone supplies the doublet.

The sign can be found by hand when $e_g$ mixing is dropped. One member of the doublet is

$$\psi_1=a\,|xy,\uparrow\rangle+ib\,|{-1},\downarrow\rangle,$$

where $|\pm1\rangle$ are the d functions with $m=\pm1$ and $i|{-1}\rangle=(|yz\rangle+i|zx\rangle)/\sqrt2$. With $|xy\rangle=i(|{-2}\rangle-|2\rangle)/\sqrt2$ and $L_-|{-1}\rangle=2|{-2}\rangle$, the coupling of the two components is $\tfrac12\zeta\cdot i\cdot2\cdot(-i/\sqrt2)=\zeta/\sqrt2$. The Hamiltonian for $(a,b)$ is

$$\begin{pmatrix}\Delta&\zeta/\sqrt2\\ \zeta/\sqrt2&\zeta/2\end{pmatrix}.$$

The third pair is its upper solution, with $a,b>0$. The time-reversed partner is $\psi_2=a|xy,\downarrow\rangle-ib|{+1},\uparrow\rangle$. With $M_\pm=M_x\pm iM_y$, the matrix elements are

$$\langle\psi_1|M_z|\psi_1\rangle=\tfrac12g_e(a^2-b^2)-b^2,\quad \langle\psi_2|M_-|\psi_1\rangle=g_ea^2+2\sqrt2\,ab,\quad \langle\psi_2|M_+|\psi_1\rangle=0 .$$

In the second, the spin part gives $g_ea^2$, and the orbital part gives $\sqrt2ab$ from each component of $\psi_1$. If $\langle\psi_1|M_z|\psi_1\rangle$ is negative, $\psi_1$ is the lower state for $\mathbf B$ along $z$. Absorption then goes through $M_-$, and $\det g<0$. If it is positive, $\psi_1$ is the upper state, absorption goes through $M_+$, and $\det g>0$.

For $\Delta=0$ the upper eigenvalue is $\zeta$, with $b=\sqrt2a$ and $b^2=2/3$. Then $\langle\psi_1|M_z|\psi_1\rangle=-(4+g_e)/6$, so all principal magnitudes are $(4+g_e)/3=2.0008$ and $\det g=-8.009$. The $e_g$ orbitals do not alter this: the coupling to $|x^2-y^2,\uparrow\rangle$ is $\zeta(-ia+ib/\sqrt2)$, which vanishes, and there is none to $z^2$. For a free spin $\det g=+8.028$. The principal g-values, 2.0008 and 2.0023 in magnitude, differ by less than 0.1%, but the ion has $W_+=0$ and $W_-=4.003$, the reverse of the free spin's preference. The close match of the magnitudes, and the decoupling from $e_g$, belong to independent electrons in pure d orbitals. Covalency that scales $\mathbf L$ in $\mathbf M$ by a factor $k$ gives $(4k+g_e)/3$, or 1.73 for $k=0.8$. Electron repulsion mixes in $t_{2g}^4e_g$ configurations and raises the magnitude, to 2.18 for Racah parameters $B=0.06$ eV and $C=0.24$ eV. In both cases $\det g$ stays negative.

For the distorted ion the full $10\times10$ matrix was diagonalized numerically, with $yz$ and $zx$ also shifted by $-0.02$ and $+0.02$ eV. At $\Delta=0.05$ eV, in a basis with $M_z$ diagonal and $\langle1|M_x|2\rangle$ positive, the elements are

$$\langle1|M_z|1\rangle=0.7906,\quad\langle1|M_x|2\rangle=1.2014,\quad\langle1|M_y|2\rangle=+0.9878\,i .$$

Each matrix contributes two equal terms to (1), so

- $G_{xx}=4(1.2014)^2=5.77$ and $|g_x|=2.40$;
- $G_{yy}=4(0.9878)^2=3.90$ and $|g_y|=1.98$;
- $G_{zz}=4(0.7906)^2=2.50$ and $|g_z|=1.58$.

Because $\langle1|\sigma_y|2\rangle=-i$, the third element means $M_y=-0.9878\,\sigma_y$, or $\tau=-1$. Hence

$$\det g=-8(1.2014)(0.9878)(0.7906)=-7.51 .$$

The available sign patterns are $(-,-,-)$, $(+,+,-)$, $(+,-,+)$ and $(-,+,+)$. For a field along $z$, $W_+=\tfrac14(2.403-1.976)^2=0.046$ and $W_-=\tfrac14(2.403+1.976)^2=4.79$. Their difference, $-4.75$, equals $\det g/|g_z|$, as (4) requires. At 1 T the resonance lies at 22.13 GHz. The field energy $\mu_B\cdot1\,\mathrm T=5.8\times10^{-5}$ eV is far below the lowest excitation, 0.298 eV, so the first-order treatment is appropriate.

At $\Delta=0.80$ eV the magnitudes are 2.46, 2.42 and 1.34, but $\langle1|M_y|2\rangle=-1.2120\,i$. Now $\tau=+1$ and $\det g=+8.01$. For $\mathbf B$ along $z$ the weights are $W_+=5.95$ and $W_-=0.0002$: the favoured polarization has reversed.

Between the two cases the determinant passes through zero. In the hand calculation with $g_e$ replaced by 2, $\langle\psi_1|M_z|\psi_1\rangle=1-3b^2$ vanishes at $b^2=1/3$, or $a=\sqrt2b$. The second row of the matrix then gives the eigenvalue $\tfrac32\zeta$, and the first gives $\Delta+\tfrac12\zeta$, so $\Delta=\zeta$. In the full model, numerical root finding puts the zero at $\Delta=0.231$ eV, where $g_z=0$. For a field along $x$ both circular weights are then 1.609, and there is no sign to measure. For a field along $z$ the first-order splitting itself is zero, and (4) cannot be used in that direction.

## What each derivation assumes

Both derivations need time-reversal symmetry at zero field, an isolated doublet and a first-order Zeeman effect. Both also need the direction of $\mathbf B$ and the handedness of the axes, since an error in either reverses the inferred sign.

The first adds the correspondence between unitary basis changes and proper rotations. In return it yields all available sign patterns at once. Its equation of motion (3) requires an invertible $g$, and observing the precession requires a superposition of the two levels that stays coherent long enough to reveal its sense.

The second needs only energies and transition elements to reach (4), which holds even at $\det g=0$ as long as $g_n\neq0$. It assumes a weak driving field close to resonance. An experiment that records net absorption also needs a larger population in the lower level, because an inverted population would emit where absorption is expected. The pseudospin enters only when $D$ is identified with the product of principal values.
